# Diffusiophoretic slip in a gradient of a symmetric electrolyte, part 1

(Sections cited here and not found follow in the second part.)

## I. The diffusion field and the force in the double layer

A silica sphere of radius 500 nm and zeta potential −50 mV, placed in a gradient of potassium hydroxide that rises toward a wafer, is calculated to move toward the wafer at 13.7 µm/s. If hydrochloric acid takes the place of the hydroxide while the zeta potential and the relative gradient are held fixed, the calculated motion is away from the wafer at 8.2 µm/s. No voltage is applied in either case. With potassium chloride, whose two ions are given equal diffusivities here, the sphere still moves toward the wafer, at 4.7 µm/s. These are values for a vanishingly thin double layer; at 1 mM the finite layer lowers the hydroxide and potassium chloride speeds by roughly a tenth and a fifth. The gradient must therefore act in two ways, one that depends on the difference between the ions and one that does not.

### Setting and conventions

A wall occupies the plane $y=0$, and the liquid fills $y>0$. The coordinate $x$ runs along the wall. The liquid holds cations of charge $+ze$ and anions of charge $-ze$, with $z>0$ and diffusivities $D_+$ and $D_-$. Outside the double layer both have the number density $n(x)$, and a prime on $n$ means $d/dx$. The permittivity $\varepsilon$, the viscosity $\eta$ and the temperature $T$ are uniform. Define

$$
\beta=\frac{D_+-D_-}{D_++D_-},\qquad
\kappa^2=\frac{2nz^2e^2}{\varepsilon kT},\qquad
U_0=\frac{\varepsilon}{\eta}\left(\frac{kT}{ze}\right)^2 .
$$

The Debye length is $\lambda=1/\kappa$. The constant $U_0$ has the dimension of a diffusivity, so $U_0\,n'/n$ is a velocity.

The total potential is $\Phi(x,y)=V(x)+\psi(x,y)$. Here $V$ is the potential just outside the double layer, and $\psi$ is the excess inside the layer, which vanishes as $y/\lambda\to\infty$. The field outside is $E=-dV/dx$. The zeta potential is $\zeta=\psi(x,0)$, taken at the plane where the liquid sticks. A tilde marks potentials in units of $kT/(ze)$, so that $\tilde\psi=ze\psi/kT$ and $\tilde\zeta=ze\zeta/kT$.

The assumptions are as follows.

1. The ions are point charges in a mean potential, and the solution is dilute.
2. The Debye length is much smaller than the gradient length $\ell=n/|n'|$, and $\zeta$ varies along $x$ on a scale no shorter than $\ell$.
3. The wall lets no ions through, and the liquid does not slip on it. The flow is slow enough for inertia to be dropped.
4. No electric current flows in the bulk.
5. No pressure gradient or shear is imposed that matters on the scale of the Debye length.

### Theorem

Under these assumptions the following holds to leading order in $\lambda/\ell$.

**(a)** The bulk gradient carries with it the field

$$
E=\frac{kT}{ze}\,\beta\,\frac{n'}{n}.
$$

**(b)** The liquid just outside the double layer moves relative to the wall with the velocity

$$
u_s=-U_0\left[\beta\tilde\zeta+4\ln\cosh\frac{\tilde\zeta}{4}\right]\frac{n'}{n}.
$$

The first term is the part proportional to $E$, and the second is the part that remains when $E=0$.

**(c)** Let a rigid, non-conducting sphere of radius $a$ and uniform $\zeta$ be suspended freely in unbounded liquid at rest, with $\lambda\ll a\ll\ell$. Let the excess ion fluxes in its double layer, and the transport of ions by the flow outside it, be negligible. Then the sphere moves with

$$
\mathbf U=U_0\left[\beta\tilde\zeta+4\ln\cosh\frac{\tilde\zeta}{4}\right]\nabla\ln n .
$$

The first term in (b) is called electroosmotic when the liquid is watched and electrophoretic when the particle is watched. The second is called chemiosmotic.

### Lemma 1: the diffusion field

*Statement.* Part (a) of the theorem holds, and both ions then diffuse with the common diffusivity $2D_+D_-/(D_++D_-)$.

*Proof.* An ion of charge $q$ drifts in a field at the velocity $DqE/kT$, by the Einstein relation between mobility and diffusivity. Diffusion and drift together give the fluxes

$$
J_\pm=-D_\pm n'\pm D_\pm\frac{ze}{kT}\,nE .
$$

Flow of the liquid would add the same flux to both ions and so no current. The current density is $ze(J_+-J_-)$, and setting it to zero gives

$$
-(D_+-D_-)\,n'+(D_++D_-)\frac{ze}{kT}\,nE=0 .
$$

Solving for $E$ yields (a). Put back into the cation flux, this field gives

$$
J_+=-D_+n'+D_+\beta n'=-D_+(1-\beta)n'=-\frac{2D_+D_-}{D_++D_-}\,n',
$$

because $1-\beta=2D_-/(D_++D_-)$. The anion flux is $-D_-(1+\beta)n'$, which has the same value since $1+\beta=2D_+/(D_++D_-)$. $\square$

The field holds back the faster ion and pulls the slower one along. In potassium hydroxide the anion is faster, so $\beta<0$ and $E$ points down the gradient. The force on the anion then points up the gradient and slows its escape.

A field that varies in space needs some charge, so the two densities can't be strictly equal. Poisson's equation gives $ze(n_+-n_-)=\varepsilon\,dE/dx$. Dividing by $zen$ and using (a),

$$
\frac{n_+-n_-}{n}=\frac{\varepsilon kT}{z^2e^2n}\,\beta\,\frac{d^2\ln n}{dx^2}
=2\beta\lambda^2\,\frac{d^2\ln n}{dx^2}.
$$

The imbalance is of order $(\lambda/\ell)^2$, which assumption 2 makes small.

This was tested by solving the ion fluxes together with Poisson's equation, without assuming neutrality between the ends. Two neutral reservoirs had a density ratio of 3, the diffusivities were those used below for potassium hydroxide, and the Debye length on the dilute side was one hundredth of the gap. The integral of $E$ from the dilute to the dense side came out as −0.49659 in units of $kT/e$. The lemma gives $\beta\ln3=-0.49663$.

### Lemma 2: the structure of the double layer

*Statement.* At each $x$ the double layer obeys

$$
n_\pm=n\,e^{\mp\tilde\psi},\qquad
\frac{\partial\tilde\psi}{\partial y}=-2\kappa\sinh\frac{\tilde\psi}{2},\qquad
p=p_0+2nkT(\cosh\tilde\psi-1),
$$

where $p_0$ is the pressure just outside the layer.

*Proof.* The wall lets no ions through, so any flux normal to it must be fed by the slow change of fluxes along it. The electrochemical potential of each ion therefore changes across the layer by far less than it changes along a length $\ell$. To leading order it is constant in $y$, which is the Boltzmann distribution stated first.

The charge density follows as

$$
\rho=ze(n_+-n_-)=-2zen\sinh\tilde\psi .
$$

Derivatives along $x$ are smaller than those along $y$ by a factor $\lambda/\ell$ each, so Poisson's equation reduces to $\varepsilon\,\partial_y^2\psi=-\rho$. Multiplication by $ze/(\varepsilon kT)$ gives

$$
\frac{\partial^2\tilde\psi}{\partial y^2}=\frac{2nz^2e^2}{\varepsilon kT}\sinh\tilde\psi=\kappa^2\sinh\tilde\psi .
$$

Multiply by $\partial_y\tilde\psi$. Both sides become derivatives in $y$:

$$
\frac{\partial}{\partial y}\left[\frac12\left(\frac{\partial\tilde\psi}{\partial y}\right)^2\right]
=\kappa^2\frac{\partial}{\partial y}\cosh\tilde\psi .
$$

Outside the layer $\tilde\psi$ and its slope vanish. Integrating from there to $y$,

$$
\left(\frac{\partial\tilde\psi}{\partial y}\right)^2=2\kappa^2(\cosh\tilde\psi-1)=4\kappa^2\sinh^2\frac{\tilde\psi}{2}.
$$

The potential decays toward zero, so the slope has the sign opposite to $\tilde\psi$. This selects the negative root.

For the pressure, continuity makes the velocity normal to the wall smaller than the tangential one by a factor of order $\lambda/\ell$, and its viscous stress can be dropped. The pressure gradient then balances the electric force $-\rho\,\partial_y\psi$ alone:

$$
\frac{\partial p}{\partial y}=-\rho\frac{\partial\psi}{\partial y}
=2zen\sinh\tilde\psi\;\frac{kT}{ze}\frac{\partial\tilde\psi}{\partial y}
=2nkT\frac{\partial}{\partial y}\cosh\tilde\psi .
$$

Integration from outside the layer gives the stated pressure. $\square$

The excess pressure equals $kT$ times the excess of the total ion density, since $n_++n_--2n=2n(\cosh\tilde\psi-1)$. It is positive for either sign of $\tilde\psi$: the wall gathers more counterions than it expels coions.

### Lemma 3: the tangential force

*Statement.* The tangential velocity $u$ in the layer obeys

$$
\eta\frac{\partial^2u}{\partial y^2}=2kT\,n'(\cosh\tilde\psi-1)-\rho E,
$$

whether or not $\zeta$ varies along the wall.

*Proof.* The viscous force balances the pressure gradient and the electric force $-\rho\,\partial_x\Phi$:

$$
\eta\frac{\partial^2u}{\partial y^2}=\frac{\partial p}{\partial x}+\rho\frac{\partial\Phi}{\partial x}.
$$

By assumption 5 the pressure $p_0$ adds nothing on this scale. Both $n$ and $\tilde\psi$ in Lemma 2 depend on $x$, so

$$
\frac{\partial p}{\partial x}=2kT\,n'(\cosh\tilde\psi-1)+2nkT\sinh\tilde\psi\,\frac{\partial\tilde\psi}{\partial x}.
$$

The electric term splits in the same way as the potential. With $dV/dx=-E$,

$$
\rho\frac{\partial\Phi}{\partial x}=-\rho E+\rho\frac{\partial\psi}{\partial x}
=-\rho E-2zen\sinh\tilde\psi\;\frac{kT}{ze}\frac{\partial\tilde\psi}{\partial x}.
$$

The last term is $-2nkT\sinh\tilde\psi\,\partial_x\tilde\psi$. It cancels the second term of the pressure gradient, and the statement remains. $\square$

The cancelled pair is not small. In a gradient the layer becomes thinner toward the dense side, and on a wall of fixed charge $\zeta$ changes as well. At fixed charge the slope $\partial_y\tilde\psi$ at the wall is fixed, so $\sqrt n\,\sinh(\tilde\zeta/2)$ is constant. Its logarithm, differentiated with respect to $\ln n$, gives

$$
\frac12+\frac12\coth\frac{\tilde\zeta}{2}\,\frac{d\tilde\zeta}{d\ln n}=0,
\qquad
\frac{d\tilde\zeta}{d\ln n}=-\tanh\frac{\tilde\zeta}{2}.
$$

For $\tilde\zeta=-1.946$ this is 0.750, a change of the same order as the gradient of $\ln n$ itself. It produces tangential fields inside the layer, yet these fields drive no flow, because the pressure gradient that belongs to them opposes them at every height. The slip at a point therefore depends on the local $\zeta$ and not on its derivative.

Lemma 3 has not used the condition of zero current. The field $E$ and the gradient $n'$ enter it as independent causes, and since the equation is linear in $u$ their flows can be found one at a time. This gives the split in the theorem a definite meaning: a current passed through the bulk would change $E$ at a given $n'$, and the electric flow alone would follow.

## II. The two slips, the moving sphere and the rinse

The first half considered a wall at $y=0$ in a symmetric electrolyte of bulk number density $n(x)$, with Debye length $\lambda=1/\kappa$ and $\kappa^2=2nz^2e^2/(\varepsilon kT)$. The excess potential in the layer is $\psi$, with wall value $\zeta$; tildes denote units of $kT/(ze)$. Further, $\beta=(D_+-D_-)/(D_++D_-)$ and $U_0=(\varepsilon/\eta)(kT/ze)^2$. Three results are needed:

$$
E=\frac{kT}{ze}\beta\frac{n'}{n},\qquad
\frac{\partial\tilde\psi}{\partial y}=-2\kappa\sinh\frac{\tilde\psi}{2},\qquad
\eta\frac{\partial^2u}{\partial y^2}=2kTn'(\cosh\tilde\psi-1)-\rho E .
$$

The diffusion field, the structure of the double layer and the tangential force on its liquid are now established. It remains to integrate that force to obtain the slip in (b), to derive the sphere's velocity in (c), and to apply the result to a particle in the rinse.
